**Tunneling polarization against density-of-states polarization in a two-band magnet**

The program tests the weak-coupling law $P_T=\sum_b\gamma_b^2(N_{b\uparrow}-N_{b\downarrow})/\sum_b\gamma_b^2(N_{b\uparrow}+N_{b\downarrow})$, where $N_{b\sigma}$ is the Fermi-level density of states of band $b$ and spin $\sigma$, and $\gamma_b$ is the coupling of that band to the barrier. Transmissions are found by wavefunction matching and compared with the closed Green-function formula, and flux conservation is asserted. The densities of states are compared with eigenvalue spacings of long finite chains. Further assertions cover the quadratic scaling of the weak-coupling error, the critical coupling ratio, the independence of $P_T$ from barrier thickness, the magnetoresistance of two identical magnets, and the end contact. For a heavy-to-light coupling ratio of 0.1, the output shows a density-of-states polarization of −0.524 and a tunneling polarization of +0.180. The sign of $P_T$ changes at a coupling ratio of about 0.36. With the wire attached to the chain ends instead of interior sites, $P_T$ is −0.229, so the contact geometry matters as well.

## Program and output

```python
"""
Result under test: the tunneling polarization of a two-band magnet is
    P_T = sum_b g_b^2 (N_b,up - N_b,down) / sum_b g_b^2 (N_b,up + N_b,down)
for weak contact, and can have the opposite sign to the polarization P_N of
the density of states N = sum_b N_b at the Fermi energy.
b = light or heavy band, g_b = coupling of band b to the barrier (eV),
N_b = states per eV, site and spin. Each band is an infinite chain with
energy center - 2*hopping*cos(q). A barrier wire joins one of its sites to
a nonmagnetic probe chain. Wavefunction matching gives the transmission
independently of the Green-function formulas. Energies in eV, lengths in
angstrom, Fermi energy zero.
"""
import numpy as np
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

SPINS = ("up", "down")
BANDS = ("light", "heavy")
HOPPING = {"light": 1.5, "heavy": 0.3}
CENTER = {("light", "up"): -2.6, ("light", "down"): -2.0,
          ("heavy", "up"): -1.0, ("heavy", "down"): 0.1}
BARRIER_LEVEL, BARRIER_HOPPING = 3.0, 1.0
PROBE_HOPPING, PROBE_COUPLING = 1.0, 0.5      # probe band centered at zero
SPACING = 2.0
SITES = 8
LIGHT_COUPLING = 0.05
RATIO = 0.1                                   # heavy / light coupling


def polarization(up, down):
    return (up - down) / (up + down)


def outgoing_factor(center, hopping):
    """Site-to-site factor of the outgoing or decaying wave at E = 0."""
    c = center / (2 * hopping)
    if abs(c) < 1:
        return np.exp(1j * np.arccos(c))
    return complex(c - np.sign(c) * np.sqrt(c * c - 1))


def matched_transmission(spin, couplings, sites=SITES, directions=2):
    """Solve the lattice Schroedinger equation for a wave from the probe.
    directions = 2: wire on an interior site; 1: wire on a chain end.
    Returns total transmission and reflection probability."""
    size = sites + 3
    a = np.zeros((size, size), complex)
    rhs = np.zeros(size, complex)
    out = outgoing_factor(0.0, PROBE_HOPPING)
    # unknowns: reflected amplitude, barrier amplitudes, two contact sites
    a[0, 0] = PROBE_HOPPING * out
    a[0, sites] = PROBE_COUPLING
    rhs[0] = -PROBE_HOPPING / out
    for j in range(1, sites + 1):
        a[j, j] = -BARRIER_LEVEL
        if j > 1:
            a[j, j - 1] = BARRIER_HOPPING
        if j < sites:
            a[j, j + 1] = BARRIER_HOPPING
    a[sites, 0] += PROBE_COUPLING
    rhs[sites] -= PROBE_COUPLING
    for i, band in enumerate(BANDS):
        row = sites + 1 + i
        t, e = HOPPING[band], CENTER[band, spin]
        a[row, row] = -e + directions * t * outgoing_factor(e, t)
        a[row, 1] = couplings[i]
        a[1, row] = couplings[i]
    psi = np.linalg.solve(a, rhs)
    probe_speed = 2 * PROBE_HOPPING * out.imag
    total = 0.0
    for i, band in enumerate(BANDS):
        t, e = HOPPING[band], CENTER[band, spin]
        speed = 2 * t * outgoing_factor(e, t).imag
        total += directions * abs(psi[sites + 1 + i])**2 * speed / probe_speed
    return total, abs(psi[0])**2


def matched_polarization(light, ratio, sites=SITES, directions=2):
    values = [matched_transmission(s, (light, ratio * light), sites,
                                   directions)[0] for s in SPINS]
    return polarization(*values)


def density_formula(band, spin):
    inside = 4 * HOPPING[band]**2 - CENTER[band, spin]**2
    return 1 / (np.pi * np.sqrt(inside)) if inside > 0 else 0.0


def density_from_levels(band, spin, length=6000, half=10):
    """Density from the spacing of true eigenvalues around E = 0."""
    levels = eigh_tridiagonal(np.full(length, CENTER[band, spin]),
                              np.full(length - 1, -HOPPING[band]),
                              eigvals_only=True)
    i = np.searchsorted(levels, 0.0)
    if i == 0 or i == length:
        return 0.0
    return 2 * half / (length * (levels[i + half] - levels[i - half]))


def self_energy(spin, couplings):
    total = 0j
    for g, band in zip(couplings, BANDS):
        e, t = CENTER[band, spin], HOPPING[band]
        inside = 4 * t * t - e * e
        if inside > 0:
            total += -1j * g * g / np.sqrt(inside)
        else:
            total += g * g * np.sign(-e) / np.sqrt(-inside)
    return total


KAPPA_A = np.arccosh(BARRIER_LEVEL / (2 * BARRIER_HOPPING))
PROBE_SELF = -1j * PROBE_COUPLING**2 / PROBE_HOPPING


def closed_transmission(left, right, sites=SITES):
    """Transmission from the two contact self-energies."""
    scale = BARRIER_HOPPING * np.sinh((sites + 1) * KAPPA_A)
    g_same = -np.sinh(sites * KAPPA_A) / scale
    g_across = -np.sinh(KAPPA_A) / scale
    det = ((1 - left * g_same) * (1 - right * g_same)
           - left * right * g_across**2)
    return 4 * left.imag * right.imag * g_across**2 / abs(det)**2


# Densities of states against eigenvalues of long finite chains
density = {(b, s): density_formula(b, s) for b in BANDS for s in SPINS}
for (b, s), value in density.items():
    counted = density_from_levels(b, s)
    # finite level spacing limits the count to about one part in a thousand
    assert abs(counted - value) <= 3e-3 * value, (b, s, counted, value)
total_density = [sum(density[b, s] for b in BANDS) for s in SPINS]
p_density = polarization(*total_density)
p_light = polarization(*(density["light", s] for s in SPINS))


def weak_polarization(ratio):
    return polarization(*(density["light", s] + ratio**2 * density["heavy", s]
                          for s in SPINS))


# Flux conservation and closed transmission, also at strong coupling
for n in (1, 2, SITES):
    for pair in ((LIGHT_COUPLING, RATIO * LIGHT_COUPLING), (0.8, 0.5)):
        for s in SPINS:
            matched, reflected = matched_transmission(s, pair, n)
            assert abs(matched + reflected - 1) < 1e-11
            closed = closed_transmission(self_energy(s, pair), PROBE_SELF, n)
            assert abs(closed / matched - 1) < 1e-8

# Weak-coupling law, opposite signs, and equality for equal couplings
ratios = (0.0, 0.1, 0.2, 0.3, 0.5, 1.0)
scan = [matched_polarization(LIGHT_COUPLING, r) for r in ratios]
for r, p in zip(ratios, scan):
    assert abs(p - weak_polarization(r)) < 2e-3
p_tunnel = matched_polarization(LIGHT_COUPLING, RATIO)
assert p_density < 0 < p_tunnel
assert abs(scan[-1] - p_density) < 2e-3

# The error of the weak-coupling law falls as coupling squared
error_full = abs(matched_polarization(LIGHT_COUPLING, 1.0) - p_density)
error_half = abs(matched_polarization(LIGHT_COUPLING / 2, 1.0) - p_density)
assert abs(error_full / error_half - 4) < 0.1

# Critical coupling ratio from the matched waves and from the densities
excess_light = density["light", "up"] - density["light", "down"]
excess_heavy = density["heavy", "down"] - density["heavy", "up"]
assert excess_heavy > excess_light > 0
critical = np.sqrt(excess_light / excess_heavy)
critical_matched = brentq(
    lambda r: matched_polarization(LIGHT_COUPLING, r), 0.1, 1.0)
assert abs(critical_matched / critical - 1) < 2e-3

# Thickness changes the transmission but not the polarization
couplings = (LIGHT_COUPLING, RATIO * LIGHT_COUPLING)
t_spin = [matched_transmission(s, couplings)[0] for s in SPINS]
t_thick = [matched_transmission(s, couplings, 12)[0] for s in SPINS]
kappa = KAPPA_A / SPACING
slope = np.log(t_thick[0] / t_spin[0]) / (4 * SPACING)
assert abs(slope + 2 * kappa) < 1e-5
p_thin = matched_polarization(LIGHT_COUPLING, RATIO, 4)
p_thick = polarization(*t_thick)
assert max(abs(p_thin - p_tunnel), abs(p_thick - p_tunnel)) < 1e-5

# Two identical magnets
sig = [self_energy(s, couplings) for s in SPINS]
parallel = sum(closed_transmission(x, x) for x in sig)
antiparallel = (closed_transmission(sig[0], sig[1])
                + closed_transmission(sig[1], sig[0]))
tmr = parallel / antiparallel - 1
tmr_tunnel = 2 * p_tunnel**2 / (1 - p_tunnel**2)
tmr_density = 2 * p_density**2 / (1 - p_density**2)
assert abs(tmr / tmr_tunnel - 1) < 1e-4
assert tmr_density > 2 * tmr

# End contact: the local density is proportional to the velocity
end_density = {}
for b in BANDS:
    for s in SPINS:
        inside = max(4 * HOPPING[b]**2 - CENTER[b, s]**2, 0.0)
        end_density[b, s] = np.sqrt(inside) / (2 * np.pi * HOPPING[b]**2)
p_end_light = matched_polarization(LIGHT_COUPLING, 0.0, directions=1)
p_end_both = matched_polarization(LIGHT_COUPLING, RATIO, directions=1)
for r, p in ((0.0, p_end_light), (RATIO, p_end_both)):
    expected = polarization(*(end_density["light", s]
                              + r**2 * end_density["heavy", s]
                              for s in SPINS))
    assert abs(p - expected) < 2e-3
assert abs(p_end_light + p_light) < 2e-3

print("INPUTS (Fermi energy = 0)")
for b in BANDS:
    print(f"{b} hopping: {HOPPING[b]:.2f} eV")
    for s in SPINS:
        print(f"{b} {s} band center: {CENTER[b, s]:.2f} eV")
print(f"barrier level: {BARRIER_LEVEL:.2f} eV")
print(f"barrier hopping: {BARRIER_HOPPING:.2f} eV")
print(f"probe hopping: {PROBE_HOPPING:.2f} eV")
print(f"probe coupling: {PROBE_COUPLING:.2f} eV")
print(f"barrier sites: {SITES}")
print(f"site spacing: {SPACING:.2f} angstrom")
print(f"barrier length (sites+1)*spacing: {(SITES+1)*SPACING:.1f} angstrom")
print(f"light coupling: {couplings[0]:.4f} eV")
print(f"heavy coupling: {couplings[1]:.4f} eV")
print("DENSITIES OF STATES")
for b in BANDS:
    for s in SPINS:
        print(f"N {b} {s}: {density[b, s]:.4f} per eV per site")
for s, value in zip(SPINS, total_density):
    print(f"N total {s}: {value:.4f} per eV per site")
print(f"light-band density polarization: {p_light:+.4f}")
print(f"total density polarization P_N: {p_density:+.4f}")
print("TUNNELING, INTERIOR CONTACT")
print(f"decay constant kappa: {kappa:.4f} per angstrom")
for s, value in zip(SPINS, t_spin):
    print(f"transmission {s}: {value:.4e}")
print(f"P_T from matched waves: {p_tunnel:+.4f}")
print(f"P_T from weak-coupling law: {weak_polarization(RATIO):+.4f}")
print(f"P_T with 4 barrier sites: {p_thin:+.4f}")
print(f"P_T with 12 barrier sites: {p_thick:+.4f}")
for r, p in zip(ratios, scan):
    print(f"heavy/light coupling {r:.1f}: P_T = {p:+.4f}")
print(f"critical ratio, formula: {critical:.4f}")
print(f"critical ratio, matched waves: {critical_matched:.4f}")
print(f"error ratio on halving couplings: {error_full/error_half:.3f}")
print("TWO IDENTICAL MAGNETS, (T_P - T_AP)/T_AP")
print(f"full transmission: {100*tmr:.2f} percent")
print(f"from P_T: {100*tmr_tunnel:.2f} percent")
print(f"from P_N (wrong input): {100*tmr_density:.2f} percent")
print("END CONTACT")
print(f"P_T light band only: {p_end_light:+.4f}")
print(f"P_T both bands, ratio {RATIO:.1f}: {p_end_both:+.4f}")
print("OK")
```

Printed output:

```
INPUTS (Fermi energy = 0)
light hopping: 1.50 eV
light up band center: -2.60 eV
light down band center: -2.00 eV
heavy hopping: 0.30 eV
heavy up band center: -1.00 eV
heavy down band center: 0.10 eV
barrier level: 3.00 eV
barrier hopping: 1.00 eV
probe hopping: 1.00 eV
probe coupling: 0.50 eV
barrier sites: 8
site spacing: 2.00 angstrom
barrier length (sites+1)*spacing: 18.0 angstrom
light coupling: 0.0500 eV
heavy coupling: 0.0050 eV
DENSITIES OF STATES
N light up: 0.2127 per eV per site
N light down: 0.1424 per eV per site
N heavy up: 0.0000 per eV per site
N heavy down: 0.5380 per eV per site
N total up: 0.2127 per eV per site
N total down: 0.6804 per eV per site
light-band density polarization: +0.1981
total density polarization P_N: -0.5237
TUNNELING, INTERIOR CONTACT
decay constant kappa: 0.4812 per angstrom
transmission up: 2.4790e-10
transmission down: 1.7220e-10
P_T from matched waves: +0.1802
P_T from weak-coupling law: +0.1802
P_T with 4 barrier sites: +0.1802
P_T with 12 barrier sites: +0.1802
heavy/light coupling 0.0: P_T = +0.1981
heavy/light coupling 0.1: P_T = +0.1802
heavy/light coupling 0.2: P_T = +0.1296
heavy/light coupling 0.3: P_T = +0.0542
heavy/light coupling 0.5: P_T = -0.1314
heavy/light coupling 1.0: P_T = -0.5246
critical ratio, formula: 0.3615
critical ratio, matched waves: 0.3614
error ratio on halving couplings: 3.992
TWO IDENTICAL MAGNETS, (T_P - T_AP)/T_AP
full transmission: 6.71 percent
from P_T: 6.71 percent
from P_N (wrong input): 75.59 percent
END CONTACT
P_T light band only: -0.1982
P_T both bands, ratio 0.1: -0.2288
OK
```
